\section*{Anderson Mixing and GMRES for Linear Response: Equivalence and Stagnation}

\section{The two iterations}

Q: Anderson mixing is a recipe for self-consistency loops, and GMRES is a solver for linear systems. Why should they be comparable at all?

A: Because in linear response the self-consistency condition is a linear system. Take a closed-shell mean-field reference with real orbitals $\psi_p$ and levels $\varepsilon_p$, represented on finitely many sites. Let $v$ be the first-order change of the total potential. First-order perturbation theory mixes unoccupied orbitals $u$ into each occupied orbital $o$:
\begin{equation}
\delta\psi_o=\sum_u\psi_u\frac{\langle u|v|o\rangle}{\varepsilon_o-\varepsilon_u}.
\end{equation}
Mixing among occupied orbitals cancels in the density. Since $n_i=2\sum_o\psi_{o,i}^2$, the density change is $\delta n_i=4\sum_o\psi_{o,i}\,\delta\psi_{o,i}$, one factor 2 coming from spin and one from the square. Thus $\delta n=\chi_0v=-Xv$ with
\begin{equation}
X_{ij}=4\sum_{o,u}\frac{\psi_{o,i}\psi_{u,i}\psi_{o,j}\psi_{u,j}}{\varepsilon_u-\varepsilon_o},\qquad
v^TXv=4\sum_{o,u}\frac{\langle u|v|o\rangle^2}{\varepsilon_u-\varepsilon_o}\ge0. \label{X}
\end{equation}
The density change acts back through the kernel $K$, so $v=v_{\rm ext}+K\chi_0v$, or
\begin{equation}
Ev=v_{\rm ext},\qquad E=I-K\chi_0=I+KX .
\end{equation}
I assume that $E$ is nonsingular. The residual of a trial potential is $f(v)=v_{\rm ext}+K\chi_0v-v=v_{\rm ext}-Ev$.

Q: State both methods in that language.

A: Untruncated Anderson mixing keeps all earlier points $v_0,\dots,v_k$. It chooses coefficients with $\sum_i\alpha_i=1$ that minimize $\|\sum_i\alpha_if(v_i)\|$. Because the coefficients sum to one,
\begin{equation}
\sum_i\alpha_if(v_i)=v_{\rm ext}-E\sum_i\alpha_iv_i=f(\bar v_k),\qquad \bar v_k=\sum_i\alpha_iv_i .
\end{equation}
So $\bar v_k$ is the point of least residual in the affine hull $S_k$ of the stored points. The next point is
\begin{equation}
v_{k+1}=\bar v_k+\beta_kf(\bar v_k),\qquad \beta_k\neq0. \label{and}
\end{equation}
GMRES starts from the same $v_0$, with $r_0=f(v_0)$, and minimizes the same norm over $v_0+\mathcal K_k$, where
\begin{equation}
\mathcal K_k=\mathrm{span}\{r_0,Er_0,\dots,E^{k-1}r_0\},\qquad \mathcal K_0=\{0\}.
\end{equation}
Call its iterate $v_k^G$ and its residual $r_k=f(v_k^G)$. The minimizer is unique: the closest point to $r_0$ in the subspace $E\mathcal K_k$ is unique, and $E$ is injective. It is characterized by $r_k\perp E\mathcal K_k$.

\section{When the search spaces agree}

Q: Both minimize a residual, but over different sets. What makes $S_k$ equal to $v_0+\mathcal K_k$?

A: They agree at $k=0$, where both contain just $v_0$. Suppose they agree at some $k$. Then $\bar v_k=v_k^G$ by uniqueness, and (\ref{and}) becomes
\begin{equation}
v_{k+1}=v_k^G+\beta_kr_k. \label{next}
\end{equation}
Since $r_k=r_0-E(v_k^G-v_0)$, it lies in $\mathcal K_{k+1}$. Hence $S_{k+1}\subseteq v_0+\mathcal K_{k+1}$. Equality requires the new point to bring in the one missing dimension, that is, $r_k\notin\mathcal K_k$.

Q: You cannot just assume that.

A: No, and this is where the condition enters. For $r_k\neq0$ and $k\ge1$, I claim
\begin{equation}
r_k\in\mathcal K_k\iff r_k=r_{k-1}. \label{lemma}
\end{equation}
First, the vectors $r_0,\dots,E^kr_0$ are independent. Otherwise $\mathcal K_{m+1}=\mathcal K_m$ for some $m\le k$, so $E$ maps $\mathcal K_m$ into itself, and onto itself because it is injective. Then $r_0\in E\mathcal K_m$, the residual can be made zero within $\mathcal K_m\subseteq\mathcal K_k$, and $r_k=0$, which was excluded.

Now write $v_k^G-v_0=\sum_{i=0}^{k-1}c_iE^ir_0$. Then
\begin{equation}
r_k=r_0-\sum_{i=0}^{k-1}c_iE^{i+1}r_0,
\end{equation}
in which $E^kr_0$ has the coefficient $-c_{k-1}$. By independence, $r_k\in\mathcal K_k$ if and only if $c_{k-1}=0$, which says that $v_k^G$ already lies in $v_0+\mathcal K_{k-1}$. A minimizer over the larger set that lies in the smaller one is also the minimizer there, so this means $v_k^G=v_{k-1}^G$. Since $E$ is injective, that is the same as $r_k=r_{k-1}$. By uniqueness it is also the same as equal residual norms.

Q: So what has been proved?

A: As long as the GMRES residual has fallen strictly at every earlier step and has not reached zero before step $k$,
\begin{equation}
\bar v_k=v_k^G,\qquad v_{k+1}=v_k^G+\beta_kr_k. \label{main}
\end{equation}
For $k=0$ a nonzero $r_0$ is not in $\mathcal K_0$, so the induction starts. If $r_k=0$, the next Anderson point is the solution. The result assumes exact arithmetic, full history, one common inner product and an affine residual. In a nonlinear self-consistency loop the residual of an average is no longer the average of the residuals, and the proof does not apply.

Q: Then the iterates themselves are not equal. Is that a technicality?

A: It matters when one reads a convergence log. Applying $f$ to (\ref{next}) gives
\begin{equation}
f(v_{k+1})=r_k-\beta_kEr_k=(I-\beta_kE)r_k. \label{raw}
\end{equation}
The raw residual is one step late and multiplied by a matrix that can enlarge it. The equivalence therefore concerns the averaged points, which coincide with GMRES, while the raw points carry one extra mixing step.

\section{A test on a small ring}

Q: Show me a case in which plain mixing fails at a given $\beta$.

A: Take a half-filled ring of 10 sites with hopping $t=0.1$ Ha and site disorder of amplitude 0.02 Ha, namely site energies $0.02\cos(i^2)$ Ha for $i=0,\dots,9$; the digits quoted below belong to this realization. The on-site kernel alternates between 2.0 Ha on even sites and 0.1 Ha on odd sites. These are round model parameters. The matrix $X$ from (\ref{X}) was tested against finite differences of the density, and the solution of $Ev=v_{\rm ext}$ against the slope of a nonlinear self-consistent calculation.

The eigenvalues of $E$ run from 1.00 to 11.25. Plain mixing, $v\to v+\beta f(v)$, multiplies the residual by $I-\beta E$. With $\beta=0.2$ its spectral radius is $|1-0.2\times11.25|=1.25>1$, and it diverges: a 1 mHa perturbation on one site leaves a residual of about $3\times10^5$ mHa after 60 steps. The fault lies in the step size: for $0<\beta<2/11.25\approx0.178$ plain mixing converges.

GMRES has no mixing parameter. Its residual falls from 1 mHa to 0.083, 0.024 and 0.015 mHa in three steps and to $5.6\times10^{-6}$ mHa in seven. With the same $\beta=0.2$ that made plain mixing diverge, the Anderson averages agree with the GMRES iterates to about $10^{-16}$ mHa. The raw Anderson residual at $k=4$ is 0.0302 mHa, whereas $\|r_3\|=0.0153$ mHa. The ratio 1.97 is the enlargement in (\ref{raw}). It may exceed the spectral radius 1.25 because $I-\beta E$ is not symmetric.

\section{What happens when a step gains nothing}

Q: Your condition excludes a GMRES step without progress. GMRES can get over such a step. Surely Anderson mixing can too?

A: Follow the hull. Let the first stagnation be at step $k$, so $r_k=r_{k-1}\ne0$ and $v_k^G=v_{k-1}^G$. Equation (\ref{main}) still holds at this step and gives
\begin{equation}
v_{k+1}=v_{k-1}^G+\beta_kr_{k-1}.
\end{equation}
But $r_{k-1}\in\mathcal K_k$, so this point already lies in $S_k=v_0+\mathcal K_k$. Hence $S_{k+1}=S_k$, the minimizer is unchanged, and the argument repeats:
\begin{equation}
\bar v_j=v_{k-1}^G\quad(j\ge k-1),\qquad v_{j+1}=v_{k-1}^G+\beta_jr_{k-1}. \label{trap}
\end{equation}
In exact arithmetic, Anderson mixing is trapped for good. GMRES goes on to add $E^kr_0$ to its search space. Anderson mixing meets this direction only in the raw residual $f(v_k)=(I-\beta_{k-1}E)r_{k-1}$. It never enters the hull of potentials, because each new point is built from the averaged residual $r_{k-1}$.

Q: The least-squares problem is then rank deficient. Could another choice among its solutions free the iteration?

A: No. The coefficients $\alpha_i$ are no longer unique, but every optimal choice gives the same point $\bar v_j$, since the minimizer in the hull is unique. Changing $\beta_j$ does not help either: it moves $v_{j+1}$ along a line that lies inside the hull. With constant $\beta$ the raw iterates simply repeat.

Q: How can I recognize a stagnating step in advance?

A: Before any earlier stagnation, $r_{k-1}$ lies in $\mathcal K_k$ but not in $\mathcal K_{k-1}$, so $\mathcal K_k=\mathcal K_{k-1}+\mathrm{span}\{r_{k-1}\}$. The old residual is already orthogonal to $E\mathcal K_{k-1}$. It remains optimal at step $k$ if and only if it is orthogonal to the one new direction:
\begin{equation}
\langle r_{k-1},Er_{k-1}\rangle=0. \label{crit}
\end{equation}
For a quantitative version, set $r=r_{k-1}$ and try the point $v_{k-1}^G+\tau r$, which GMRES is free to choose:
\begin{equation}
\|r-\tau Er\|^2=\|r\|^2-2\tau\langle r,Er\rangle+\tau^2\|Er\|^2 .
\end{equation}
The minimum is at $\tau=\langle r,Er\rangle/\|Er\|^2$, so
\begin{equation}
\|r_k\|^2\le\|r\|^2\left[1-\frac{\langle r,Er\rangle^2}{\|r\|^2\|Er\|^2}\right]. \label{bound}
\end{equation}

\section{Stable response and the choice of norm}

Q: For a static response with a positive definite kernel, all eigenvalues of $E$ are at least 1. Then (\ref{crit}) cannot happen, can it?

A: That depends on the inner product. Let $K$ be symmetric positive definite (positive matrix elements alone do not ensure this) and use $\langle a,b\rangle_K=a^TK^{-1}b$. Then
\begin{equation}
\langle a,Eb\rangle_K=a^TK^{-1}(I+KX)b=a^TK^{-1}b+a^TXb ,
\end{equation}
which is symmetric in $a$ and $b$. With $a=b=v$ it gives $\langle v,Ev\rangle_K\ge\langle v,v\rangle_K>0$ for $v\neq0$. Stagnation is impossible in this norm, and the eigenvalues of $E$ are real and at least 1.

There is also a rate. Let $\kappa=\lambda_{\max}/\lambda_{\min}$ for the eigenvalues of $E$. Choosing $\tau=2/(\lambda_{\min}+\lambda_{\max})$ gives $|1-\tau\lambda|\le(\kappa-1)/(\kappa+1)$ for every eigenvalue, so each step reduces the $K^{-1}$ norm at least by that factor. In the ring it is $10.25/12.25=0.84$.

In the Euclidean norm, (\ref{crit}) involves the symmetric part of $E$, which can have a negative eigenvalue even though $E$ has none.

Q: Where would a negative value come from physically?

A: The ring without disorder can be solved. Let $u$ be the normalized uniform potential and $s_i=(-1)^i/\sqrt N$ the staggered one. A uniform shift moves no charge, so $Xu=0$. The staggered potential couples each occupied wave number $k$ to $k+\pi$, with matrix element $1/\sqrt N$ and energy difference $4t\cos k$. By translation symmetry $Xs=\xi s$, and (\ref{X}) gives
\begin{equation}
\xi=\frac4N\sum_{k\,\rm occ}\frac1{4t\cos k}
=\frac{1+2/0.809+2/0.309}{10\times0.1\ \mathrm{Ha}}\approx9.94\ \mathrm{Ha}^{-1}.
\end{equation}
Write the kernel as $\bar K+D(-1)^i$ with $\bar K=1.05$ Ha and $D=0.95$ Ha. Then $Ks=\bar Ks+Du$, and in the basis $(u,s)$
\begin{equation}
E=\begin{pmatrix}1&D\xi\\0&1+\bar K\xi\end{pmatrix}.
\end{equation}
The eigenvalues are 1 and $1+\bar K\xi\approx11.4$. The symmetric part has off-diagonal elements $D\xi/2$ and eigenvalues
\begin{equation}
\mu_\pm=1+\frac\xi2\left(\bar K\pm\sqrt{\bar K^2+D^2}\right)\approx13.3,\ -0.82. \label{mu}
\end{equation}
The staggered charge meets a strong kernel on one sublattice and a weak one on the other, so it feeds back a uniform potential. The uniform potential moves no charge in return. This one-way coupling makes $E$ nonsymmetric. For a uniform kernel, $D=0$ and $\mu_-=1$, so stagnation is excluded in this block. For $D\neq0$ it becomes possible when $\xi(\sqrt{\bar K^2+D^2}-\bar K)\ge2$, that is, for a soft enough system. The disordered ring has $\mu_-=-0.783$ and $\mu_+=13.02$, close to these values.

Q: Construct a perturbation that sets the trap.

A: Start from $v_0=0$, so that $r_0=v_{\rm ext}$. Take normalized eigenvectors $w_\pm$ of the symmetric part and $v_{\rm ext}=\cos\theta\,w_-+\sin\theta\,w_+$ in mHa. Then
\begin{equation}
\langle r_0,Er_0\rangle=\mu_-\cos^2\theta+\mu_+\sin^2\theta=0
\quad\text{for}\quad \tan^2\theta=\frac{0.7826}{13.022}=0.0601,
\end{equation}
or $\theta=0.2404$. The relative sign of $w_-$ and $w_+$ is free, so there are two such potentials, both unremarkable: about 0.08 mHa on even sites and 0.44 mHa on odd sites, or about 0.27 and 0.35 mHa. The numbers below refer to the first.

GMRES gains nothing in step 1, then reaches 0.093 mHa in step 2 and $8\times10^{-6}$ mHa in step 6. Without disorder, $u$ and $s$ span an invariant plane and step 2 would finish; disorder breaks that invariance. The residual of the Euclidean Anderson average stays at 1.000 mHa over the 12 steps run. The raw iterate is stuck at 1.86 mHa, above the starting residual. This follows from (\ref{raw}): since $r_0\perp Er_0$, its squared norm is $\|r_0\|^2+\beta^2\|Er_0\|^2$.

Q: And with the other norm?

A: Anderson mixing in the $K^{-1}$ norm converges for the same perturbation, with an average residual of $9\times10^{-6}$ mHa at $k=6$. Its Euclidean residual first rises to 2.30 mHa. That is no contradiction, because the guaranteed decrease refers to the $K^{-1}$ norm.

\section{Near misses, later traps and escape}

Q: An exact zero in (\ref{crit}) is a coincidence. Why worry?

A: Because in floating-point arithmetic a neighbourhood can be affected too, with a width set by the least-squares solver. For constant $\beta$, subtract two successive cases of (\ref{next}) and use $r_k-r_{k-1}=-E(v_k^G-v_{k-1}^G)$:
\begin{align}
v_{k+1}-v_k&=(v_k^G-v_{k-1}^G)+\beta(r_k-r_{k-1})\nonumber\\
&=(I-\beta E)(v_k^G-v_{k-1}^G).
\end{align}
A short GMRES step produces a short new history vector. At $k=1$ the GMRES step is $\tau r_0$, with $\tau$ proportional to $\langle r_0,Er_0\rangle$, hence to the detuning of $\theta$ when that is small. The condition number of the residual differences should therefore grow as the inverse detuning. For detunings of $10^{-3}$, $10^{-5}$ and $10^{-7}$ rad it is $6.7\times10^3$, $6.6\times10^5$ and $6.6\times10^7$.

This growth comes from the length of the new column alone: with normalized columns the condition number is about 10. A solver that discards small singular values of the unscaled matrix is trapped roughly when the condition number exceeds the inverse of its relative cutoff. With a cutoff of $10^{-12}$, detunings of $10^{-3}$, $10^{-7}$ and $10^{-11}$ rad do no harm and the residual falls below $10^{-6}$ mHa within 9 steps, while at $10^{-13}$ rad there is no progress in 200 steps. A cutoff of $10^{-6}$ traps the iteration already at $10^{-7}$ rad. Normalizing the columns removes these near-miss traps. The calculations here discard singular values below $10^{-12}$ of the largest. Rounding noise that survives the cutoff, or enters because there is none, can act as a false new direction and release the iteration; without a cutoff, the trap in the ring opens at step 2. Equation (\ref{trap}) is then no longer a reliable prediction.

Q: All your examples stagnate at the first step. Does the trap also close later?

A: Take orthonormal vectors $q_1,\dots,q_4$, $r_0=q_1$, and a matrix $T$ in place of $E$ with
\begin{align}
Tq_1&=q_1+q_2, & Tq_2&=\tfrac12(q_1+q_2)+q_3,\nonumber\\
Tq_3&=0.3q_1-0.4q_2+0.7q_3+q_4, & Tq_4&=0.2q_1+0.6q_2+0.1q_3+0.9q_4.\nonumber
\end{align}
Step 1 has $\tau=\langle q_1,Tq_1\rangle/\|Tq_1\|^2=1/2$, so $r_1=\frac12(q_1-q_2)$, of norm 0.707. Next, $Tr_1=\frac14(q_1+q_2)-\frac12q_3$, and
\begin{equation}
\langle r_1,Tr_1\rangle=\tfrac12\left(\tfrac14-\tfrac14\right)=0 .
\end{equation}
Step 2 stagnates. The computed GMRES residuals are 1, 0.707, 0.707, 0.634 and 0. For Anderson mixing, run from a nonzero $v_0$ with a different $\beta_j$ at each step, the residual of the averaged point stays at 0.707 from $k=1$ on.

Q: Could a clever norm always remove the danger?

A: Not if $E$ has real eigenvalues of both signs. Let $Ep=\lambda_+p$ and $En=\lambda_-n$ with $\lambda_+>0>\lambda_-$. In any inner product, $\langle p+\sigma n,E(p+\sigma n)\rangle$ is a quadratic polynomial in $\sigma$. Its constant term $\lambda_+\langle p,p\rangle$ is positive and its leading coefficient $\lambda_-\langle n,n\rangle$ is negative, so it has a real root. The corresponding vector is nonzero because $p$ and $n$ are independent. Used as $r_0$, it stagnates at once.

This occurs for an unstable reference. In the spin channel of the ring with an attractive kernel $-J$, $J=0.3$ Ha, one has $E=I-JX$, with eigenvalues from $-1.92$ to 1. A spin density $m$ along an eigenvector of $X$ with eigenvalue $x>0$ costs the second-order energy $\frac12(1/x-J)m^Tm$. This is negative when $1-Jx<0$, so the unpolarized state is not a minimum. A perturbation built as above traps Anderson mixing even in the $K^{-1}$ norm of the density kernel: the relative residual of its averaged point is still 1.000 at $k=7$, while GMRES reaches rounding level in step 2.

Q: If I find myself trapped, what can I do?

A: Discard the history and restart from the raw iterate. Its residual $(I-\beta E)r$ differs from the trapped $r$, so (\ref{crit}) need not hold again. In the ring, 14 steps after a restart bring the residual to rounding level.

It is not a guarantee. Let $r=ap+bn$ with $p,n$ orthonormal eigenvectors and $\lambda_+a^2+\lambda_-b^2=0$. The new residual $r'=(I-\beta E)r$ has
\begin{align}
\langle r',Er'\rangle&=\lambda_+a^2(1-\beta\lambda_+)^2+\lambda_-b^2(1-\beta\lambda_-)^2\nonumber\\
&=\lambda_+a^2\left[(1-\beta\lambda_+)^2-(1-\beta\lambda_-)^2\right]\nonumber\\
&=-\lambda_+a^2\beta(\lambda_+-\lambda_-)\left[2-\beta(\lambda_++\lambda_-)\right].
\end{align}
If $\beta=2/(\lambda_++\lambda_-)$, the restart is trapped again, and a different $\beta$ is needed. For a stable response with positive definite $K$, the $K^{-1}$ norm avoids the trap from the outset. If exchange and correlation make $K$ indefinite, $K^{-1}$ no longer defines a norm and that argument is lost. A stable reference still admits another norm. With $\langle a,b\rangle_X=a^TXb$ one has $\langle a,Eb\rangle_X=a^T(X+XKX)b$, which for a stable reference is positive at $a=b$ unless $Xa=0$. In the ring, adding a small term $\epsilon uu^T$ to $X$ covers the uniform potential and excludes stagnation, at the price of applying $X$. In any norm GMRES, which builds its directions by applying $E$ rather than by adding residuals, can still pass the stagnating step.

\section*{Computed results}
\begin{verbatim}
sites 10, hopping 0.1 Ha, disorder amplitude 0.02 Ha
kernel on even / odd sites: 2.0 / 0.1 Ha; beta = 0.2
level gap: 0.11730 Ha
eigenvalues of E: 1.0000 to 11.2496
plain mixing: spectral radius 1.2499, residual after 60 steps 2.965e+05 mHa
site perturbation 1 mHa: k, |r_GMRES|, |f(v_k) Anderson| (mHa), |average - GMRES| (mHa)
   0  1.000e+00  1.000e+00  0.0e+00
   1  8.326e-02  9.621e-01  1.4e-17
   2  2.383e-02  1.123e-01  2.0e-17
   3  1.532e-02  3.272e-02  3.3e-17
   4  2.301e-03  3.024e-02  6.2e-17
   5  1.651e-03  2.801e-03  3.5e-17
   6  1.585e-04  1.765e-03  1.5e-16
   7  5.574e-06  1.463e-04  1.4e-16
symmetric part of E: eigenvalues -0.7826 to 13.0220
mixing angle of trapping perturbation: 0.24041 rad
trapping perturbation on sites 0-9 (mHa):
  0.0751 0.4361 0.0857 0.4465 0.0875 0.4363 0.0751 0.4404 0.0719 0.4412
k, |r_GMRES|, |f(average)| Euclidean Anderson, |f(average)| inverse-kernel Anderson (mHa)
   0  1.000e+00  1.000e+00  1.000e+00
   1  1.000e+00  1.000e+00  2.301e+00
   2  9.294e-02  1.000e+00  9.316e-02
   3  3.474e-03  1.000e+00  3.494e-03
   4  2.017e-03  1.000e+00  4.386e-03
   5  6.233e-05  1.000e+00  6.239e-05
   6  8.358e-06  1.000e+00  9.119e-06
trapped Anderson iterate, residual: 1.8559 mHa
inverse-kernel metric: guaranteed factor per step 0.8367
after restart and 14 steps, residual: 5.5e-16 mHa
detuning 1e-03 rad: condition number of history 6.659e+03
detuning 1e-05 rad: condition number of history 6.641e+05
detuning 1e-07 rad: condition number of history 6.641e+07
Hessenberg test, GMRES residuals k=0.. (dimensionless):
  1.0000 0.7071 0.7071 0.6337 0.0000
  Anderson average after 6 steps: 0.7071
spin channel, attraction 0.3 Ha: eigenvalues -1.9232 to 1.0000
  relative residual in inverse-kernel norm: GMRES step 2 8.1e-16, Anderson step 8 1.0000
\end{verbatim}
